# Ranking six interconnect metals by resistivity scaling and cohesive energy: a numerical check

```python
# RESULT UNDER TEST
# Among Cu, Mo, Ru, Rh, Ir, W only Rh, Ir and W are Pareto-optimal for
# small r = rho0*lambda and large cohesive energy E.
# rho0: bulk resistivity (uOhm cm); lambda: electron mean free path (nm);
# r in uOhm cm nm (1 such unit = 1e-17 Ohm m^2); E in eV per atom.
# Table inputs are rough published values rounded to two figures.
# Also tested: r = 12 pi^3 / (Fermi surface area) in atomic units for cubic
# metals, and the surface and grain-boundary resistivity of a thin film.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

names = ["Cu", "Mo", "Ru", "Rh", "Ir", "W"]
r = np.array([67., 60., 51., 32., 37., 82.])
E_tenths = np.array([35., 68., 67., 58., 69., 89.])   # tenths of an eV
E = E_tenths / 10
rho0 = np.array([1.7, 5.3, 7.8, 4.7, 5.2, 5.3])
r_Ru_c_axis = 38.0
CU, MO, RU, RH, IR, W = range(6)
expected = {"Rh", "Ir", "W"}
rng = np.random.default_rng(7)


def pareto_pairs(rv, ev):
    """Pareto set straight from the definition, by pairwise comparison."""
    keep = set()
    for j in range(len(rv)):
        beaten = any(rv[i] <= rv[j] and ev[i] >= ev[j]
                     and (rv[i] < rv[j] or ev[i] > ev[j])
                     for i in range(len(rv)))
        if not beaten:
            keep.add(names[j])
    return keep


# ---- Pareto set by three roads
front = pareto_pairs(r, E)
assert front == expected
sweep, best = set(), -np.inf
for j in np.argsort(r):              # r values are all different
    if E[j] > best:
        sweep.add(names[j])
        best = E[j]
assert sweep == front
mu_W_Ir = (E[W] - E[IR]) / (r[W] - r[IR])
mu_Ir_Rh = (E[IR] - E[RH]) / (r[IR] - r[RH])
mu_grid = np.geomspace(1e-3, 10, 20001)
winner = np.argmax(E[None, :] - mu_grid[:, None] * r[None, :], axis=1)
assert {names[j] for j in set(winner.tolist())} == front
changes = np.nonzero(np.diff(winner))[0]
assert len(changes) == 2
assert [winner[0], winner[changes[0] + 1], winner[-1]] == [W, IR, RH]
assert np.allclose(mu_grid[changes], [mu_W_Ir, mu_Ir_Rh], rtol=2e-3)

# ---- robustness: rounding by half a unit, and anisotropy of Ru
r_low = r.copy()
r_low[RU] = r_Ru_c_axis
assert pareto_pairs(r_low, E) == expected
for j in (CU, MO, RU):               # Ir at its worst, rival at its best
    r_gap = (r_low[j] - 0.5) - (r[IR] + 0.5)
    E_gap = (E_tenths[IR] - 0.5) - (E_tenths[j] + 0.5)
    assert r_gap >= 0 and E_gap >= 0 and r_gap + E_gap > 0
assert all(r[RH] + 0.5 < r_low[j] - 0.5 for j in range(6) if j != RH)
assert all(E_tenths[W] - 0.5 > E_tenths[j] + 0.5 for j in range(5))
E_strong_Mo = E.copy()
E_strong_Mo[MO] = E[IR] + 0.1
front_strong_Mo = pareto_pairs(r, E_strong_Mo)
assert front_strong_Mo == expected | {"Mo"}


def share_same_front(relative_error, draws=40000):
    rr = r * (1 + relative_error * rng.standard_normal((draws, 6)))
    ee = E * (1 + relative_error * rng.standard_normal((draws, 6)))
    beats = (rr[:, :, None] < rr[:, None, :]) & (ee[:, :, None] > ee[:, None, :])
    on_front = ~beats.any(axis=1)
    target = np.array([n in expected for n in names])
    return np.mean((on_front == target).all(axis=1))


share_1, share_5 = share_same_front(0.01), share_same_front(0.05)

# ---- Fermi-surface formula on a non-spherical cubic band (atomic units)
# band energy -(cos kx + cos ky + cos kz), lattice constant 1
E_fermi, width, n_grid = -1.5, 0.05, 120
k = -np.pi + (np.arange(n_grid) + 0.5) * 2 * np.pi / n_grid
kx, ky, kz = k[:, None, None], k[None, :, None], k[None, None, :]
band = -(np.cos(kx) + np.cos(ky) + np.cos(kz))
speed = np.sqrt(np.sin(kx)**2 + np.sin(ky)**2 + np.sin(kz)**2)
delta = np.exp(-0.5 * ((band - E_fermi) / width)**2) / (width * np.sqrt(2*np.pi))
sigma_per_lambda = (2 / (2*np.pi)**3 * np.sum(np.sin(kx)**2 / speed * delta)
                    * (2*np.pi / n_grid)**3)
r_zone_sum = 1 / sigma_per_lambda
x, w = np.polynomial.legendre.leggauss(48)
x, w = (x + 1) / 2, w / 2
cos_t, phi = np.meshgrid(x, x * np.pi / 2, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
ray = np.array([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t])
lo, hi = np.zeros_like(phi), np.full_like(phi, np.pi)
for _ in range(50):
    mid = (lo + hi) / 2
    inside = -np.cos(mid * ray).sum(axis=0) < E_fermi
    lo, hi = np.where(inside, mid, lo), np.where(inside, hi, mid)
vel = np.sin(lo * ray)
area_density = lo**2 * np.sqrt((vel**2).sum(axis=0)) / (vel * ray).sum(axis=0)
fermi_area = 8 * np.sum(area_density * np.outer(w, w * np.pi / 2))
r_area = 12 * np.pi**3 / fermi_area
# the finite energy width leaves an error of second order in the width
assert abs(r_zone_sum / r_area - 1) < 5e-3

# ---- free-electron estimate for Cu, one electron per atom, fcc
a0 = const.physical_constants["Bohr radius"][0]
au_in_table_units = const.hbar / const.e**2 * a0**2 / 1e-17
a_Cu = 3.6                            # angstrom, rough
kF_Cu = (3 * np.pi**2 * 4 / a_Cu**3)**(1 / 3)
r_free_Cu = 3 * np.pi**2 / (kF_Cu * a0 * 1e10)**2 * au_in_table_units
assert abs(r_free_Cu / r[CU] - 1) < 0.10   # model estimate, rough input


# ---- thin film: diffuse surfaces and grain boundaries
def surface_ratio(kappa):
    """Film conductivity over bulk; kappa = thickness / lambda."""
    def f(u):
        return 1.5 * (1 - u*u) * (1 + u / kappa * np.expm1(-kappa / u))
    return quad(f, 0, 1, epsabs=1e-10)[0]


def grain_ratio(alpha):
    return (1 - 1.5 * alpha + 3 * alpha**2
            - 3 * alpha**3 * np.log1p(1 / alpha))


lam = r / rho0
d = 10.0                              # film thickness, nm
R = 0.3                               # grain-boundary reflection, rough
kappa_Cu = d / lam[CU]
flights = 2_000_000                   # random free flights, lengths in lambda
z = kappa_Cu * rng.random(flights)
nz = 2 * rng.random(flights) - 1
nx = np.sqrt(1 - nz**2) * np.cos(2 * np.pi * rng.random(flights))
to_wall = np.where(nz > 0, z, kappa_Cu - z) / np.maximum(np.abs(nz), 1e-15)
path = np.minimum(rng.exponential(size=flights), to_wall)
ratio_flights = np.mean(3 * nx**2 * path)
assert abs(ratio_flights - surface_ratio(kappa_Cu)) < 0.005  # sampling noise
assert abs(50 * (1 / surface_ratio(50.0) - 1) - 3 / 8) < 0.005
for alpha in (0.2, 1.7):
    direct = quad(lambda u: 3 * u**3 / (u + alpha), 0, 1)[0]
    assert abs(direct - grain_ratio(alpha)) < 1e-9


def film(j, thickness, grains=False, heat=1.0):
    """Film resistivity; heat multiplies rho0 and leaves r unchanged."""
    bulk = rho0[j] * heat
    mfp = r[j] / bulk
    total = bulk / surface_ratio(thickness / mfp)
    if grains:                        # grain size equals thickness
        alpha = mfp / thickness * R / (1 - R)
        total += bulk * (1 / grain_ratio(alpha) - 1)
    return total


surface_only = np.array([film(j, d) for j in range(6)])
with_grains = np.array([film(j, d, True) for j in range(6)])
linear = rho0 + 0.375 * r / d
linear_error = linear / surface_only - 1
assert np.max(np.abs(linear_error)) < 0.10
cross_linear = 0.375 * (r[CU] - r[RH]) / (rho0[RH] - rho0[CU])
cross_surface = brentq(lambda t: film(CU, t) - film(RH, t), 1, 40)
cross_grains = brentq(lambda t: film(CU, t, True) - film(RH, t, True), 1, 40)
barrier = 2.0                         # nm on each side of Cu, rough
core = d - 2 * barrier
Cu_lined = film(CU, core, True) * d / core
heat = 373 / 300

# ---- output
print("rough inputs: r=rho0*lambda [uOhm cm nm], E [eV], rho0 [uOhm cm]")
for j, n in enumerate(names):
    print(f"{n}: r={r[j]:.0f} E={E[j]:.1f} rho0={rho0[j]:.1f}")
print(f"Ru along c axis: r={r_Ru_c_axis:.0f} uOhm cm nm")
print(f"Ru anisotropy, ratio of the two r: {r[RU]/r_Ru_c_axis:.2f}")
print("Pareto set:", [n for n in names if n in front])
for j in (CU, MO, RU):
    print(f"Ir over {names[j]}: r lower by {r[j]-r[IR]:.0f} uOhm cm nm,"
          f" E higher by {E[IR]-E[j]:.1f} eV")
print(f"mu where W gives way to Ir: {mu_W_Ir:.4f} eV/(uOhm cm nm)")
print(f"mu where Ir gives way to Rh: {mu_Ir_Rh:.4f} eV/(uOhm cm nm)")
print(f"Mo raised to {E_strong_Mo[MO]:.1f} eV, set:",
      [n for n in names if n in front_strong_Mo])
print(f"same set under 1 % random errors: {100*share_1:.0f} % of draws")
print(f"same set under 5 % random errors: {100*share_5:.0f} % of draws")
print(f"atomic unit of r: {au_in_table_units:.4f} uOhm cm nm")
for j in (RH, IR, W):
    print(f"{names[j]}: r = {r[j]/au_in_table_units:.1f} atomic units")
print(f"test band, r from zone sum: {r_zone_sum:.3f} atomic units")
print(f"test band, r from Fermi area: {r_area:.3f} atomic units")
print(f"Cu lattice constant (rough): {a_Cu:.1f} angstrom")
print(f"Cu free-electron kF: {kF_Cu:.3f} 1/angstrom")
print(f"Cu free-electron r: {r_free_Cu:.1f} uOhm cm nm")
print(f"film thickness: {d:.0f} nm; grain reflection R: {R:.1f}")
print("film: lambda [nm]; rho surface only, with grains [uOhm cm]")
for j, n in enumerate(names):
    print(f"{n}: lambda={lam[j]:.1f} surface={surface_only[j]:.2f}"
          f" grains={with_grains[j]:.2f}")
print(f"Cu film sigma/sigma0, integral: {surface_ratio(kappa_Cu):.4f}")
print(f"Cu film sigma/sigma0, random flights: {ratio_flights:.4f}")
print(f"Cu film, 3/8 law: {linear[CU]:.2f} uOhm cm")
print(f"Rh film, 3/8 law: {linear[RH]:.2f} uOhm cm")
print(f"largest error of 3/8 law, six metals:"
      f" {100*np.max(np.abs(linear_error)):.1f} %")
print(f"Rh beats Cu below, 3/8 law: {cross_linear:.1f} nm")
print(f"Rh beats Cu below, surface integral: {cross_surface:.1f} nm")
print(f"Rh beats Cu below, with grains: {cross_grains:.1f} nm")
print(f"Cu with {barrier:.0f} nm barriers, grains: {Cu_lined:.1f} uOhm cm")
print(f"Cu at 373 K, grains, no barrier: {film(CU, d, True, heat):.2f} uOhm cm")
print(f"Rh at 373 K, grains, no barrier: {film(RH, d, True, heat):.2f} uOhm cm")
print("done: every assertion held")
```

It prints:

```
rough inputs: r=rho0*lambda [uOhm cm nm], E [eV], rho0 [uOhm cm]
Cu: r=67 E=3.5 rho0=1.7
Mo: r=60 E=6.8 rho0=5.3
Ru: r=51 E=6.7 rho0=7.8
Rh: r=32 E=5.8 rho0=4.7
Ir: r=37 E=6.9 rho0=5.2
W: r=82 E=8.9 rho0=5.3
Ru along c axis: r=38 uOhm cm nm
Ru anisotropy, ratio of the two r: 1.34
Pareto set: ['Rh', 'Ir', 'W']
Ir over Cu: r lower by 30 uOhm cm nm, E higher by 3.4 eV
Ir over Mo: r lower by 23 uOhm cm nm, E higher by 0.1 eV
Ir over Ru: r lower by 14 uOhm cm nm, E higher by 0.2 eV
mu where W gives way to Ir: 0.0444 eV/(uOhm cm nm)
mu where Ir gives way to Rh: 0.2200 eV/(uOhm cm nm)
Mo raised to 7.0 eV, set: ['Mo', 'Rh', 'Ir', 'W']
same set under 1 % random errors: 84 % of draws
same set under 5 % random errors: 45 % of draws
atomic unit of r: 1.1504 uOhm cm nm
Rh: r = 27.8 atomic units
Ir: r = 32.2 atomic units
W: r = 71.3 atomic units
test band, r from zone sum: 8.044 atomic units
test band, r from Fermi area: 8.049 atomic units
Cu lattice constant (rough): 3.6 angstrom
Cu free-electron kF: 1.364 1/angstrom
Cu free-electron r: 65.4 uOhm cm nm
film thickness: 10 nm; grain reflection R: 0.3
film: lambda [nm]; rho surface only, with grains [uOhm cm]
Cu: lambda=39.4 surface=4.59 grains=8.51
Mo: lambda=11.3 surface=8.08 grains=11.69
Ru: lambda=6.5 surface=10.10 grains=13.21
Rh: lambda=6.8 surface=6.15 grains=8.10
Ir: lambda=7.1 surface=6.88 grains=9.13
W: lambda=15.5 surface=9.09 grains=13.98
Cu film sigma/sigma0, integral: 0.3702
Cu film sigma/sigma0, random flights: 0.3698
Cu film, 3/8 law: 4.21 uOhm cm
Rh film, 3/8 law: 5.90 uOhm cm
largest error of 3/8 law, six metals: 8.3 %
Rh beats Cu below, 3/8 law: 4.4 nm
Rh beats Cu below, surface integral: 3.3 nm
Rh beats Cu below, with grains: 11.6 nm
Cu with 2 nm barriers, grains: 21.1 uOhm cm
Cu at 373 K, grains, no barrier: 9.01 uOhm cm
Rh at 373 K, grains, no barrier: 9.23 uOhm cm
done: every assertion held
```
